# Why the Semiconductor Takes Most of a Contact's Potential Drop

**Question.** When a metal touches an n-type semiconductor and electrons flow into the metal, both materials become charged near the interface. Both must then carry part of the potential drop. Why does nearly all of it fall in the semiconductor, and how large is the metal's part?

**Answer.**

### Equal charges, unequal distances

Let the metal fill $x<0$ and the semiconductor $x>0$. I use Hartree atomic units, in which the electron has charge $-1$. Suppose that the metal initially has the lower Fermi level. Electrons then leave the semiconductor, whose ionized donors remain behind as positive charge, and collect at the metal's surface. The electrostatic potential $\phi$ rises from $0$ deep in the metal to $V>0$ deep in the semiconductor. The two parts of the rise are

$$V_m=\phi(0),\qquad V_s=V-\phi(0).$$

Here $V$ is the drop carried by the two space-charge regions. A real interface may also contain an atomically thin, neutral dipole layer, whose potential step must first be taken out of the total. I assume that the interface holds no net charge in states of its own.

With charge density $\rho$ and relative permittivity $\varepsilon$ in the semiconductor, Poisson's equation there is $\varepsilon\phi''=-4\pi\rho$. The field vanishes deep inside, so integrating from $x$ to infinity gives

$$\varepsilon\phi'(x)=4\pi\int_x^\infty\rho(x')\,dx'.$$

A second integration, with the order of the integrals exchanged, gives the drop:

$$V_s=\frac{4\pi}{\varepsilon}\int_0^\infty dx\int_x^\infty\rho(x')\,dx'
=\frac{4\pi}{\varepsilon}\int_0^\infty x'\rho(x')\,dx'
=\frac{4\pi Q\,\bar x_s}{\varepsilon}.$$

Here $Q$ is the positive charge per area and $\bar x_s$ is the mean distance of that charge from the interface.

The metal is treated as jellium, with background permittivity 1. The same two integrations, now starting from $-\infty$, give $V_m=4\pi Q_m\bar x_m$, where $Q_m$ is the number of surplus electrons per area and $\bar x_m$ their mean depth. Without net interface charge the displacement is continuous, $\phi'(0^-)=\varepsilon\phi'(0^+)$. The left side is $4\pi Q_m$ and the right side is $4\pi Q$, so $Q_m=Q$. Therefore

$$\frac{V_m}{V_s}=\frac{\varepsilon\,\bar x_m}{\bar x_s}.$$

The metal does not take a small drop because it holds less charge. It holds the same charge, but much closer to the interface. The two distances remain to be found.

### The metal: many states at the Fermi level

In the Thomas-Fermi description, the local kinetic energy at the Fermi surface plus the potential energy $-\phi$ is constant in equilibrium. Far inside the metal this constant is the Fermi energy $E_F=k_F^2/2$, so the local Fermi wave number $k$ obeys $k^2/2=E_F+\phi$. Since the electron density is $n=k^3/(3\pi^2)$,

$$n=n_0\left(1+\frac{\phi}{E_F}\right)^{3/2}\approx n_0+g\phi,\qquad
g=\frac{3n_0}{2E_F}=\frac{k_F}{\pi^2}.$$

The expansion requires $V_m\ll E_F$. The coefficient $g$ is the density of states at the Fermi level, per volume and energy. The net charge density is $n_0-n=-g\phi$, and Poisson's equation becomes

$$\phi''=4\pi g\,\phi=\frac{\phi}{\lambda^2},\qquad \lambda=\frac{1}{\sqrt{4\pi g}}.$$

The solution that vanishes deep in the metal is $\phi=V_m e^{x/\lambda}$. The surplus electrons follow the same exponential, so their mean depth is $\bar x_m=\lambda$. A large $g$ means that a small shift in potential accommodates many electrons, which makes $\lambda$ short.

### The semiconductor: sparse, fixed donors

The semiconductor has a uniform density $N$ of ionized donors. Suppose first that its mobile electrons are absent for $0<x<W$ and neutralize the donors beyond $W$. The charge density is then $N$ in a layer of width $W$, so

$$Q=NW,\qquad \bar x_s=\frac W2,\qquad V_s=\frac{4\pi NW}{\varepsilon}\,\frac W2=\frac{2\pi NW^2}{\varepsilon}.$$

The donors cannot move toward the interface. More positive charge can be exposed only by clearing electrons from a deeper layer.

### The ratio of the drops

Inserting the two mean distances gives

$$\frac{V_m}{V_s}=\frac{2\varepsilon\lambda}{W}.$$

The semiconductor takes nearly all of the drop when $W\gg2\varepsilon\lambda$. The condition $W\gg\lambda$ is not enough. The semiconductor's polarization weakens its own field by the factor $\varepsilon$ and so works against the result. The factor 2 arises because the donor charge lies on average at half the depletion width.

The width can be eliminated with $W^2=\varepsilon V_s/(2\pi N)$ and $\lambda^2=1/(4\pi g)$:

$$\left(\frac{V_m}{V_s}\right)^2
=4\varepsilon^2\,\frac{1}{4\pi g}\,\frac{2\pi N}{\varepsilon V_s}
=\frac{2\varepsilon N}{gV_s},
\qquad
\frac{V_m}{V_s}=\sqrt{\frac{2\varepsilon N}{gV_s}}.$$

The product $gV_s$ is the density of metal states in an energy window of width $V_s$, taking $g$ as constant. The contrast that matters is between this density and the donor density, and it enters through a square root. Even a very large contrast in density therefore leaves a metal drop that need not be immeasurably small.

For a given total drop, $V_m=4\pi NW\lambda$ and $V_s=2\pi NW^2/\varepsilon$ must add up to $V$. Multiplying their sum by $\varepsilon/(2\pi N)$ gives

$$W^2+2\varepsilon\lambda W-\frac{\varepsilon V}{2\pi N}=0,$$

whose positive root is

$$W=-\varepsilon\lambda+\sqrt{(\varepsilon\lambda)^2+\frac{\varepsilon V}{2\pi N}}.$$

### A numerical case

Take round model parameters: a metal with one electron per sphere of radius $r_s=3$ bohr, and a semiconductor with $\varepsilon=12$ and $N=1.5\times10^{-8}$ bohr$^{-3}$. Let $V=0.025$ hartree.

The metal density is $n_0=3/(4\pi r_s^3)=8.84\times10^{-3}$ bohr$^{-3}$. It gives $E_F=0.205$ hartree, $g=0.0648$ bohr$^{-3}$ hartree$^{-1}$ and $\lambda=1.108$ bohr. With $\varepsilon\lambda=13.30$ bohr,

$$W=-13.30+\sqrt{13.30^2+\frac{12\times0.025}{2\pi\times1.5\times10^{-8}}}
=1771\ \text{bohr},$$

or 94 nm. The charge per area is $NW=2.656\times10^{-5}$ bohr$^{-2}$, and the drops are

$$V_m=4\pi(2.656\times10^{-5})(1.108)=3.70\times10^{-4}\ \text{hartree},$$

$$V_s=\frac{2\pi(2.656\times10^{-5})(1771)}{12}=0.0246\ \text{hartree}.$$

These are about 0.010 eV and 0.67 eV. Their ratio is 0.0150, and the semiconductor takes 98.5 percent of the total. The ratio of lengths alone, $\lambda/W=6.3\times10^{-4}$, would underestimate the ratio of drops by the factor $2\varepsilon=24$.

### The thermal edge of the depletion layer

The edge at $W$ is not sharp, because some electrons enter the layer thermally. Let $\psi=V-\phi$. For nondegenerate electrons and negligible holes, the electron density is $Ne^{-\psi/kT}$, and

$$\psi''=\frac{4\pi N}{\varepsilon}\left(1-e^{-\psi/kT}\right).$$

Multiplying by $\psi'$ and integrating from the neutral interior, where $\psi=\psi'=0$, gives

$$\frac{(\psi')^2}{2}=\frac{4\pi N}{\varepsilon}\left[\psi-kT\left(1-e^{-\psi/kT}\right)\right].$$

At the interface $\psi=V_s$ and $|\psi'|=4\pi Q/\varepsilon$. If $V_s\gg kT$, the exponential can be dropped, which leaves

$$V_s-kT=\frac{2\pi Q^2}{\varepsilon N}.$$

The earlier formula for $W$ therefore still applies if $V$ is replaced by $V-kT$ and $W$ is read as $Q/N$.

For $kT=0.001$ hartree this gives $Q/N=1735$ bohr and $V_m=3.62\times10^{-4}$ hartree. A finite-volume solution of Poisson's equation across both materials, which keeps the full $3/2$ power in the metal and the Boltzmann factor in the semiconductor, gives the same metal drop to these three digits. The semiconductor's share is 98.55 percent. The metal drop is only 0.0018 of $E_F$, which justifies the linear screening law. Neglecting holes requires a gap well above the barrier height, which is $V_s$ plus the depth of the Fermi level below the conduction band, about 0.029 hartree or 0.8 eV here. With a gap of 0.05 hartree and both band masses equal to 0.5, the hole density at the interface is about $10^{-7}N$. If the gap is comparable to the barrier, holes collect near the interface, add positive charge at a short distance and raise the metal's share above the values given here.

In this solution the semiconductor charge has a mean distance of 904 bohr, somewhat more than half of 1735 bohr. The general relation $\bar x_s=\varepsilon V_s/(4\pi Q)$ explains the difference: inserting the corrected $V_s$ gives

$$\bar x_s=\frac{Q}{2N}+\frac{\varepsilon kT}{4\pi Q}.$$

The second term is the outward shift caused by the thermal tail.

### Where the semiconductor's share shrinks

Combining $V_m=4\pi Q\lambda$ with the corrected relation for $Q$ gives

$$V_m=\lambda\sqrt{8\pi\varepsilon N(V_s-kT)}.$$

The same numerical solution, repeated with one parameter changed at a time, shows how the metal's share of $V$ responds:

- With one tenth of the doping it is 0.46 percent, against 1.45 percent in the original case. With ten times the doping it is 4.5 percent.
- With four times the permittivity it is 2.9 percent, nearly double.
- With half the total drop it is 2.0 percent.
- With a more dilute metal, $r_s=5$ bohr, it is 1.9 percent, because $g$ is smaller and $\lambda$ longer.

The tenfold increase in doping raises the share by slightly less than $\sqrt{10}$, since a larger $V_m$ leaves a smaller $V_s$ under the root.

In the sharp-edge model the drops become equal at $W=2\varepsilon\lambda$, here 27 bohr. Setting $V_s=V/2$ then gives

$$\frac V2=\frac{2\pi N(2\varepsilon\lambda)^2}{\varepsilon}=8\pi\varepsilon N\lambda^2,
\qquad N_{\rm eq}=\frac{V}{16\pi\varepsilon\lambda^2}.$$

The result is $3.4\times10^{-5}$ bohr$^{-3}$, or $2.3\times10^{20}$ cm$^{-3}$. This marks a scale and does not predict a real contact. For a band mass of 0.5, the effective density of band states $2(mkT/2\pi)^{3/2}$ is $1.42\times10^{-6}$ bohr$^{-3}$. The equal-drop doping is 24 times larger, so the electrons are degenerate there and the assumed depletion layer is no longer reliable. The original doping is only about 1 percent of the effective density.

A small total drop leads to a different limit. For $V_s\ll kT$ the semiconductor equation linearizes to $\psi''=\psi/L_D^2$, with $L_D^2=\varepsilon kT/(4\pi N)$. Continuity of displacement then reads $V_m/\lambda=\varepsilon V_s/L_D$, so

$$\frac{V_m}{V_s}=\frac{\varepsilon\lambda}{L_D}=\sqrt{\frac{\varepsilon N}{g\,kT}}.$$

The ratio levels off instead of growing without bound as $V$ falls. The semiconductor still takes most of a very small drop if $\varepsilon N\ll g\,kT$.

The least certain quantity is the metal's screening distance. A length of 1.1 bohr is shorter than the spacing between atoms, and a Thomas-Fermi model whose electrons end sharply at $x=0$ can give only its order of magnitude. Even the sign is not guaranteed. In a quantum-mechanical treatment of a free jellium surface, electrons spill out and the surplus charge is centred between one and two bohr outside the edge of the positive background, so $\bar x_m$ measured from that edge is negative. The formula $V_m=4\pi Q\bar x_m$ then no longer gives $\phi(0)$, because it was derived for metal charge lying entirely at $x<0$. At a contact the value depends on how the metal's electrons end at the semiconductor. For charge that does stay inside the metal, the formula shows how an error in the depth matters. If the true mean depth were twice $\lambda$, the metal's share would be close to 3 percent, because $Q$ is set almost entirely by the semiconductor. The conclusion rests on the metal charge lying within an atomic distance of the interface, while the donor charge extends over a depletion width much larger than $2\varepsilon$ times that distance. It also rests on the assumption of no interface charge. The donor charge in the example is only about $10^{12}$ elementary charges per cm$^2$. If interface states hold a positive charge $Q_i$, the metal must carry $Q_m=Q+Q_i$, and $10^{13}$ charges per cm$^2$ would add $4\pi Q_i\lambda\approx0.1$ eV to the metal's drop, ten times the value found above. The estimate of $V_m$ therefore describes a contact whose interface charge is small compared with $Q$, which real contacts need not satisfy.

All numerical values are calculated from the stated model.
